# Threshold shift from a tunnelling front in a uniformly trapped gate oxide

Let $x$ be the depth in a gate dielectric of thickness $d$ and permittivity $\varepsilon$, with $x=0$ on the channel side and $x=d$ at the gate. The film holds electron traps of uniform density $N$ per unit volume, neutral when empty and carrying charge $-q$ when filled, where $q>0$ is the elementary charge. A trap-free interlayer of thickness $w$ and permittivity $\varepsilon_i$ may lie between the channel and the film; it then occupies $-w<x<0$. A positive gate voltage is applied at time $t=0$, when all the traps are empty, and $f(x,t)$ is the probability that a trap at depth $x$ is filled at time $t$. The threshold shift $\Delta V_T$ is the extra gate voltage that restores the same channel charge and surface potential as before trapping. It is positive for trapped electrons. Lengths are in nm and potentials in V or mV.

The trap levels are assumed to lie above the Fermi level at rest and below it under stress, at every depth, so that the stress makes each trap a stable place for an electron. What then decides whether a trap is filled is the time an electron needs to reach it. Let $\varphi$ be the barrier height measured from the energy of the channel electron, and $m$ its effective mass in the film. With a flat barrier the wave function obeys

$$-\frac{\hbar^2}{2m}\psi''+\varphi\,\psi=0,\qquad \psi\propto e^{-\kappa x},\qquad \kappa=\frac{\sqrt{2m\varphi}}{\hbar}.$$

The growing solution is dropped because the gate is many decay lengths away. The capture rate is taken as proportional to the electron density at the trap, $|\psi|^2\propto e^{-2\kappa x}$, so the capture time is

$$\tau(x)=t_1e^{x/\lambda},\qquad \lambda=\frac{1}{2\kappa}.$$

Here $t_1$ is the capture time at $x=0$. Without an interlayer it is a property $\tau_0$ of the trap and the channel density. An interlayer with decay constant $\kappa_i$ weakens the density by $e^{-2\kappa_iw}$ before the film begins, hence $t_1=\tau_0e^{2\kappa_iw}$, up to a matching factor of order one that is absorbed in $\tau_0$.

Both exponentials can be compared with a bound state computed numerically. For a 10 nm well of mass 0.043 (in electron masses), closed by a film with barrier 2.2 eV and mass 0.23, the density decays at 7.1760 nm$^{-1}$, against 7.1764 nm$^{-1}$ from $2\kappa$ with the barrier counted from the bound level. Thickening an interlayer of barrier 3.1 eV and mass 0.5 from 0.4 to 0.7 nm lowers the logarithm of the density in the film by 3.786, against 3.787 from $2\kappa_i\Delta w$. The small differences come mainly from the 0.01 nm grid: matching the wave function exactly at the interfaces gives a decay equal to $2\kappa$ (7.177 nm$^{-1}$) and a drop of 3.787, and the matching factor for this interlayer is 1.07.

If a filled trap does not empty again, and if the trapped charge does not alter the rates, each depth fills independently:

$$\frac{\partial f}{\partial t}=\frac{1-f}{\tau(x)}\quad\Rightarrow\quad f(x,t)=1-\exp\!\left[-\frac{t}{t_1}e^{-x/\lambda}\right].$$

Where $\tau(x)\ll t$ the traps are full, and where $\tau(x)\gg t$ they are empty. The two regions meet near $x=\lambda\ln(t/t_1)$. Since $f$ depends on $x$ and $t$ only through $x-\lambda\ln(t/t_1)$, the transition keeps its shape, with a width of a few $\lambda$, and advances by $\lambda\ln 10$ in every decade of time. This is the tunnelling front.

The electrostatics follows from Gauss's law, $dD/dx=\rho$, with $\rho=-qNf$ in the film. Restoring the channel charge and surface potential means that the displacement $D_0$ at the channel side is the same before and after trapping. At depth $x$ in the film

$$D(x)=D_0+\int_0^x\rho(x')\,dx'.$$

The potential of the gate relative to the channel surface is minus the integral of the field:

$$V=-D_0\left(\frac{w}{\varepsilon_i}+\frac{d}{\varepsilon}\right)-\frac1\varepsilon\int_0^d dx\int_0^x\rho(x')\,dx'.$$

The first term is unchanged by trapping and drops out of the shift. In the second, a charge at $x'$ contributes for every $x$ between $x'$ and $d$, so exchanging the order of integration gives a factor $d-x'$. The minus sign in front cancels the negative sign of the trapped charge:

$$\Delta V_T=\frac{qN}{\varepsilon}\int_0^d(d-x)\,f(x,t)\,dx.$$

The distance $d-x$ from the charge to the gate is the electrostatic lever arm. A charge next to the channel acts with the full film thickness, and a charge at the gate has no effect, because its image in the metal cancels it. The interlayer does not enter the lever arm; it delays the front through $t_1$.

If the front is replaced by a sharp edge at $x_f=\lambda L$, with $L=\ln(t/t_1)$, the integral is elementary:

$$\Delta V_T\simeq\frac{qN}{\varepsilon}\int_0^{x_f}(d-x)\,dx=\frac{qN}{\varepsilon}\left(d\lambda L-\frac{\lambda^2L^2}{2}\right).$$

This already has the linear growth in logarithmic time and the negative quadratic correction. The sharp edge leaves open where precisely the front should be placed, and the smooth profile settles that.

Write $T=t/t_1$ and $u=Te^{-x/\lambda}$, so that $x=\lambda(L-\ln u)$ and $dx=-\lambda\,du/u$. For a front far from the gate the upper limit $d$ may be replaced by infinity; the error is found below. Then $u$ runs from $T$ down to 0, and the filled length is

$$M_0=\int_0^\infty f\,dx=\lambda\int_0^T\frac{1-e^{-u}}{u}\,du.$$

Integrating by parts with $1/u=d(\ln u)/du$ gives

$$M_0=\lambda\left[(1-e^{-u})\ln u\right]_0^T-\lambda\int_0^Te^{-u}\ln u\,du.$$

The bracket vanishes at $u\to0$, where it behaves as $u\ln u$, and tends to $L$ at $u=T\gg1$. The remaining integrals follow from $\Gamma(1+s)=\int_0^\infty u^se^{-u}du$ and its expansion $\ln\Gamma(1+s)=-\gamma s+\pi^2s^2/12+\dots$, where $\gamma=0.5772$ is Euler's constant. Differentiating once and twice at $s=0$,

$$\int_0^\infty e^{-u}\ln u\,du=-\gamma,\qquad \int_0^\infty e^{-u}(\ln u)^2du=\gamma^2+\frac{\pi^2}{6}.$$

For $T\gg1$ the upper limit $T$ may be replaced by infinity with an exponentially small error, so

$$M_0=\lambda\Lambda,\qquad \Lambda=\ln\frac{t}{t_1}+\gamma.$$

The sharp edge that holds the right number of electrons therefore sits at $\lambda\Lambda$, deeper than $\lambda L$ by $\gamma\lambda$.

The first moment is

$$M_1=\int_0^\infty xf\,dx=\lambda^2\int_0^T\frac{L-\ln u}{u}(1-e^{-u})\,du.$$

Because $(L-\ln u)/u$ is the derivative of $-\tfrac12(L-\ln u)^2$, another integration by parts applies. Its boundary term vanishes at $u=T$, where $\ln u=L$, and at $u\to0$, where $1-e^{-u}\approx u$ outweighs the squared logarithm. What is left is

$$M_1=\frac{\lambda^2}{2}\int_0^T(L-\ln u)^2e^{-u}du\to\frac{\lambda^2}{2}\left(L^2+2\gamma L+\gamma^2+\frac{\pi^2}{6}\right).$$

The first three terms form $\Lambda^2$, so $M_1=\lambda^2(\Lambda^2/2+\pi^2/12)$. Since the shift is $(qN/\varepsilon)(dM_0-M_1)$,

$$\boxed{\Delta V_T=\frac{qN}{\varepsilon}\left[d\lambda\Lambda-\frac{\lambda^2\Lambda^2}{2}-\frac{\pi^2\lambda^2}{12}\right]}$$

The constant is the effect of the finite width of the front. Extending the integral to infinity included the region $x>d$, where $d-x$ is negative. Removing it adds $\int_d^\infty(x-d)f\,dx$ to the bracket. There $f\approx Te^{-x/\lambda}$ is small, and the integral is $\lambda^2Te^{-d/\lambda}$. The formula thus needs $t\gg t_1$ and $Te^{-d/\lambda}\ll1$.

Differentiation shows what the quadratic term means:

$$\frac{d\Delta V_T}{d\ln t}=\frac{qN}{\varepsilon}\lambda(d-\lambda\Lambda),\qquad \frac{d^2\Delta V_T}{d(\ln t)^2}=-\frac{qN}{\varepsilon}\lambda^2.$$

Each decade of time adds the same number of electrons, but with a lever arm shortened to the distance between front and gate. If the lever arm were held at $d$, the shift would be $(qN/\varepsilon)d\lambda\Lambda$ and the curvature would be zero. In this model the shrinking lever arm is therefore the whole cause of the curvature. The ratio of the quadratic to the linear term is $\lambda\Lambda/(2d)$ in magnitude.

The front cannot advance usefully through the whole film if trapped electrons can also leave through the gate. Suppose that empty metal states are available at the trap level, that escape has the same prefactor and barrier as capture, and that there is no interlayer. The capture rate is then $c=e^{-x/\lambda}/t_1$, the escape rate is $e=e^{-(d-x)/\lambda}/t_1$, and $\partial f/\partial t=c(1-f)-ef$ has the steady state

$$f_\infty=\frac{c}{c+e}=\frac{1}{1+e^{(2x-d)/\lambda}}.$$

The front stalls at mid-film, where the quadratic term is one quarter of the linear one. To find the ceiling, let $G(x)=dx-x^2/2$, whose derivative is $d-x$. Integration by parts gives $\int_0^d(d-x)f_\infty dx=\int_0^dG(-f_\infty')dx$, since $G(0)=0$ and $f_\infty(d)$ is negligible. With $x=d/2+\lambda z/2$, the weight $-f_\infty'dx$ becomes $e^z/(1+e^z)^2\,dz$, which is even in $z$, has unit area and has $\langle z^2\rangle=\pi^2/3$. In

$$G=\frac{3d^2}{8}+\frac{d\lambda z}{4}-\frac{\lambda^2z^2}{8}$$

the middle term averages to zero, and the ceiling is

$$\Delta V_\infty=\frac{qN}{\varepsilon}\left(\frac{3d^2}{8}-\frac{\pi^2\lambda^2}{24}\right).$$

As an example, take a 10 nm film without an interlayer, with relative permittivity 8.5, barrier 2.2 eV, mass 0.23, $N=2\times10^{18}$ cm$^{-3}$, $t_1=10^{-10}$ s and an oxide field of 1 MV/cm. These give $\kappa=3.644$ nm$^{-1}$, $\lambda=0.1372$ nm and $qN/\varepsilon=4.258$ mV/nm$^2$. The front advances 0.316 nm per decade. At 1000 s, $\Lambda=\ln10^{13}+0.577=30.51$ and the front is at $0.1372\times30.51=4.19$ nm. The linear term is $4.258\times10\times4.186=178.2$ mV, the quadratic term is $-4.258\times4.186^2/2=-37.3$ mV, and the constant is $-0.07$ mV. The sum is 140.9 mV, or 0.141 V. Other times follow in the same way:

| $t$ (s) | front (nm) | linear (mV) | quadratic (mV) | total (mV) |
|---|---|---|---|---|
| $10^{-6}$ | 1.34 | 57.2 | −3.8 | 53.3 |
| $10^{-3}$ | 2.29 | 97.5 | −11.2 | 86.3 |
| $1$ | 3.24 | 137.9 | −22.3 | 115.5 |
| $10^{3}$ | 4.19 | 178.2 | −37.3 | 140.9 |

Direct quadrature of the lever-arm integral with the smooth $f$ reproduces these totals to the digits shown. The sharp front without $\gamma$ gives 139.0 mV at 1000 s. The slope falls from 11.6 mV per decade at 1 µs to 7.8 at 1000 s. A straight line drawn with the early slope would reach $53.3+9\times11.64=158$ mV at 1000 s, about 12% above the model's total.

The front reaches mid-film when $\lambda\Lambda=d/2$, that is at $t=t_1e^{d/(2\lambda)-\gamma}\approx4\times10^5$ s, a little over four days. Ten years lies beyond this. There the boxed formula gives 177 mV, whereas the symmetric ceiling is 160 mV. A rate calculation with gate escape, the tilt of the barrier by the field, and a barrier of 2.4 eV for the trapped electron gives 162 mV. It exceeds the symmetric ceiling because the higher barrier for escape moves the stall point towards the gate, to 5.13 nm; tilt alone would leave it at mid-film.

The traps are discrete, so nominally equal devices differ. In a gate of area $A$, one electron at depth $x$ shifts the threshold by $q(d-x)/(\varepsilon A)$, if its effect is averaged over the area. The number of filled traps in $dx$ is Poisson distributed with mean and variance $NA\,dx$. Adding variances up to a sharp front at $x_f=\lambda\Lambda$,

$$\sigma=\frac{qN}{\varepsilon}\sqrt{\frac{d^3-(d-x_f)^3}{3NA}}.$$

For a gate of 1 µm by 0.1 µm at 1000 s this is 4.9 mV. A simulation of 2000 such devices, with random trap positions and random capture times, gives a mean of 140.9 mV and a spread of 5.0 mV.

The reading of the threshold matters as well. Suppose that the device is returned to rest for a time $t_r\ll t$ before it is read, and that traps empty into the channel with the same times $\tau(x)$. The occupation becomes $f(x,t)e^{-t_r/\tau}$, so the lost part is $f(x,t)(1-e^{-t_r/\tau})$. The second factor is the filling profile $f(x,t_r)$, and where it is appreciable $f(x,t)$ is close to one. The remaining shift is therefore $\Delta V_T(t)-\Delta V_T(t_r)$. With the numbers above, a delay of 1 µs leaves $140.9-53.3=87.6$ mV.

The parameters are rough typical values for Al$_2$O$_3$ on an n-channel InGaAs transistor; the trap density and $t_1$ vary widely between processes. The barrier $\varphi$ is counted from the electron energy, not from the band edge. At 1 MV/cm the channel holds $4.7\times10^{12}$ cm$^{-2}$ and is degenerate: in a 10 nm parabolic well the lowest subband lies about 0.22 eV and the Fermi level about 0.45 eV above the band edge at the interface. If 2.2 eV is the band offset, $\varphi$ is only 1.75 to 2.0 eV; at the same $t_1$ the shift at 1000 s is then 4 to 9% larger, and the front reaches mid-film after $7\times10^3$ to $6\times10^4$ s. Emptying before the read-out can remove more than half of the shift: by the formula above, a delay of 1 ms leaves only about 55 mV of the 140.9 mV. Among the assumptions about the stress itself, the one whose failure changes the result most in these estimates is that of a trap level swept at all depths alike. It fails when the traps are spread in energy. The energy window swept by the stress then widens with depth by $qFx$, where $F$ is the oxide field. If the Fermi level moves by 0.4 eV at the surface and $F=0.1$ V/nm, the density of newly filled traps is $N(1+x/x_0)$ with $x_0=4$ nm. For a sharp front at $x_f$ this adds $(qN/\varepsilon x_0)(dx_f^2/2-x_f^3/3)\approx67$ mV at 1000 s, nearly half of the original result, if the oxide field stays at its initial value. With the oxide drop held at 1.0 V and the surface shift at 0.4 eV, the field of the trapped charge narrows the window and reduces the addition to about 58 mV. The widening of the window with depth also changes the sign of the early curvature, since the coefficient of $x_f^2$ becomes $\tfrac12(d/x_0-1)>0$. The quadratic term is thus negative from the start only if the density of accessible traps does not rise too steeply with depth; for this linear ramp and a flat barrier the condition is $x_0>d$.

The other effects estimated for the stress itself are smaller at 1000 s; percentages refer to the total of 140.9 mV. Barrier tilt adds 4%, and gate escape without tilt changes nothing visible. The tilt matters more for the curvature in $\ln t$, because the front speeds up as the barrier falls: the curvature is about 15% weaker than the flat-barrier value at 1 µs and 5 to 6% stronger at 1000 s. A two-band dispersion, $\kappa^2=2m\varphi(1-\varphi/E_g)/\hbar^2$ with $E_g=6.5$ eV and the mass held fixed, lengthens $\lambda$ and adds 15%. It also puts the front at about 5.1 nm, already at mid-film, so the time limit above is very sensitive to $\kappa$. All three together add 14%. At fixed gate voltage the shift removes about 14% of the channel density, if that density is proportional to an overdrive equal to the 1.0 V oxide drop; the slower capture then lowers the result by about 0.4%. The field of the trapped charge is at most 18% of the applied field, and so alters mainly the small tilt correction. For a level 0.2 eV below the Fermi level, 0.04% of the traps at $x=0$ are thermally empty at 300 K and 0.3% at 400 K. If capture is thermally activated with an assumed 0.3 eV, heating from 300 to 400 K shortens $t_1$ and adds 7%. The oxide drop of 1.0 V stays below the 2.2 eV barrier, so tunnelling is not of the Fowler–Nordheim kind, and the field is about one eighth of a rough breakdown field of 8 MV/cm.

## Computed values

```
INPUTS (rough typical values)
film thickness 10.0 nm, relative permittivity 8.5
barrier 2.2 eV, oxide mass 0.23 electron masses
trap density 2.0e+18 cm^-3, onset time 1e-10 s
oxide field 1.0 MV/cm, trap level margin 0.2 eV
DERIVED CONSTANTS
kappa 3.6443 nm^-1, decay length lambda 0.1372 nm
front advance per decade 0.3159 nm
q N / eps = 4.2577 mV/nm^2
constant term -0.0659 mV
SHIFT: time, G, front, linear, quadratic, total, quadrature
1.000e-06 s  9.788  1.343 nm  57.17  -3.84  53.27  53.27 mV
1.000e-03 s  16.695  2.291 nm  97.53  -11.17  86.29  86.29 mV
1.000e+00 s  23.603  3.238 nm  137.88  -22.33  115.49  115.49 mV
1.000e+03 s  30.511  4.186 nm  178.23  -37.30  140.86  140.86 mV
3.156e+08 s  43.173  5.923 nm  252.20  -74.69  177.44  177.44 mV
SLOPE PER DECADE and quadratic/linear ratio
1e-06 s  11.644 mV/decade  ratio 0.0671
1e-03 s  10.370 mV/decade  ratio 0.1145
1e+00 s  9.095 mV/decade  ratio 0.1619
1e+03 s  7.820 mV/decade  ratio 0.2093
sharp front without gamma at 1000 s: 138.95 mV
LIMITS
front reaches mid-film at 3.770e+05 s = 4.36 days
ceiling with symmetric gate escape 159.63 mV
ten years, with tilt and gate escape 162.36 mV
NEGLECTED EFFECTS at 1000 s (change of total shift)
barrier tilt +3.95 %
escape to gate, no tilt -0.000 %
two-band oxide, gap 6.5 eV: +15.46 %
all three together +14.33 %
stall depth with tilt 5.130 nm
channel density loss about 14.1 %
its effect through slower capture -0.37 %
trap field / applied field 0.178
thermally empty traps at x = 0, 300 K: 0.044 %
thermally empty traps at x = 0, 400 K: 0.301 %
300 to 400 K, activation 0.3 eV: +6.76 %
device spread, gate 1 um x 0.1 um: 4.93 mV
oxide drop 1.00 V against barrier 2.2 eV
field / rough breakdown field 0.125
TEST VALUES
tail decay 7.1760, derived 7.1764 nm^-1
interlayer +0.3 nm: ln factor 3.7862, derived 3.7872
Monte Carlo mean 140.90 mV, spread 5.02 mV
```
